# Two-electron kinetic balance and its Schrödinger limit for correlated functions: a numerical check

```python
"""Two-electron kinetic balance for sixteen-component correlated functions.

Result under test: with U = diag(1, P2/2c, P1/2c, P1 P2/4c^2), P_i = sigma_i.p_i,
and one common basis g_k(r1,r2) in the blocks LL, LS, SL, SS, the upper levels of
U^+ H U x = E U^+ U x tend to the Schroedinger levels of the same basis, with
E(c) = E0 + E2/c^2 + ...,
E2 = <(W_LS + W_SL)/4 + T1 T2 - E0 (T1 + T2)/2>.
H is the Dirac-Coulomb operator less 2c^2; W = v(1) + v(2) + 1/r12;
W_LS = <P2 g|W|P2 g'>, W_SL = <P1 g|W|P1 g'>, W_SS = <P1P2 g|W|P1P2 g'>.
Model: v(r) = -V0 exp(-kappa r^2), singlet spin, hartree atomic units.
Basis: g = exp(-a r1^2 - b r2^2 - gamma r12^2) = exp(-r^T A r), A a 2x2 matrix.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh
from scipy.special import roots_genlaguerre

V0, KAPPA = 10.0, 1.0
EXPONENTS = [0.9, 2.0, 4.5]
GAMMAS = [0.0, 1.5]
C_PHYS = 1.0 / constants.fine_structure
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
I2, I4 = np.eye(2), np.eye(4)
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
SINGLET = np.array([[0.0, 1.0], [-1.0, 0.0]]) / np.sqrt(2)


# ---------- closed-form matrix elements for singlet spin ----------
def exponent_matrix(a, b, gamma):
    return np.array([[a + gamma, -gamma], [-gamma, b + gamma]])


def block_densities(A, Ap, C):
    """Gaussian averages of the four block densities; C is the covariance."""
    u, w, up, wp = A[0], A[1], Ap[0], Ap[1]

    def dot(p, q):
        return p @ C @ q

    def quartic(p, q, r, s):
        return (9 * dot(p, q) * dot(r, s)
                + 3 * (dot(p, r) * dot(q, s) + dot(p, s) * dot(q, r)))

    k, kp = -6 * A[0, 1], -6 * Ap[0, 1]
    trace_part = (16 * quartic(u, w, up, wp) + 12 * kp * dot(u, w)
                  + 12 * k * dot(up, wp) + k * kp)
    cross_part = 16 * (quartic(u, up, w, wp) - quartic(u, wp, w, up))
    return np.array([1.0, 12 * dot(w, wp), 12 * dot(u, up),
                     trace_part + cross_part])


def potential_terms(B, coulomb):
    """The potential as a sum of Gaussians: list of (weight, covariance)."""
    terms = []
    for electron in range(2):
        Bw = B.copy()
        Bw[electron, electron] += KAPPA
        terms.append((-V0 * (np.pi**2 / np.linalg.det(Bw))**1.5,
                      np.linalg.inv(Bw) / 2))
    if coulomb:
        Binv = np.linalg.inv(B)
        norm = (np.pi**2 / np.linalg.det(B))**1.5
        d = np.array([1.0, -1.0])
        Bd = Binv @ d
        eta = d @ Bd
        nodes, weights = np.polynomial.legendre.leggauss(3)
        for tau, wt in zip((nodes + 1) / 2, weights / 2):
            terms.append((norm * 2 / np.sqrt(np.pi * eta) * wt,
                          (Binv - tau**2 / eta * np.outer(Bd, Bd)) / 2))
    return terms


def matrices(functions, coulomb=True):
    n = len(functions)
    unit, pot = np.zeros((4, n, n)), np.zeros((4, n, n))
    for i, A in enumerate(functions):
        for j, Ap in enumerate(functions):
            B = A + Ap
            unit[:, i, j] = ((np.pi**2 / np.linalg.det(B))**1.5
                             * block_densities(A, Ap, np.linalg.inv(B) / 2))
            for weight, C in potential_terms(B, coulomb):
                pot[:, i, j] += weight * block_densities(A, Ap, C)
    scale = 1 / np.sqrt(np.diag(unit[0]))
    unit = unit * np.outer(scale, scale)
    pot = pot * np.outer(scale, scale)
    return {"S": unit[0], "T2": unit[1] / 2, "T1": unit[2] / 2,
            "Q": unit[3] / 4, "W": pot, "scale": scale}


def balanced_blocks(m, c, potential=True):
    """Derived blocks of U^+HU and U^+U in the order LL, LS, SL, SS."""
    S, T1, T2, Q = m["S"], m["T1"], m["T2"], m["Q"]
    W = m["W"] * (1.0 if potential else 0.0)
    O = np.zeros_like(S)
    h = [[W[0], T2, T1, O],
         [T2, W[1] / (4 * c**2) - T2, O, Q / (2 * c**2)],
         [T1, O, W[2] / (4 * c**2) - T1, Q / (2 * c**2)],
         [O, Q / (2 * c**2), Q / (2 * c**2), W[3] / (16 * c**4) - Q / c**2]]
    s = [[S, O, O, O], [O, T2 / (2 * c**2), O, O],
         [O, O, T1 / (2 * c**2), O], [O, O, O, Q / (4 * c**4)]]
    return h, s


def pencil(m, c):
    """Full matrices; SS coefficients are divided by c for good scaling."""
    h, s = balanced_blocks(m, c)
    D = np.repeat([1.0, 1.0, 1.0, c], len(m["S"]))
    return np.block(h) * np.outer(D, D), np.block(s) * np.outer(D, D), D


def level(H, N, guess, start):
    """Level nearest to a shift just below guess, by inverse iteration."""
    x, shift = start.copy(), guess - 0.01
    for _ in range(40):
        x = np.linalg.solve(H - shift * N, N @ x)
        x /= np.sqrt(abs(x @ N @ x))
    return (x @ H @ x) / (x @ N @ x), x


def schroedinger(m):
    H = m["W"][0] + m["T1"] + m["T2"]
    values, vectors = eigh(H, m["S"])
    return level(H, m["S"], values[0], vectors[:, 0])


# ---------- definition: explicit 16x16 Dirac operator on a 6D grid ----------
def grid(B, power):
    """Nodes and weights for exp(-r^T B r) r12^(-power) times a polynomial."""
    total = B.sum()
    lam = (B[0, 0] + B[0, 1]) / total
    rho = np.linalg.det(B) / total
    x, wx = np.polynomial.hermite.hermgauss(3)
    t, wt = roots_genlaguerre(2, (1 - power) / 2)
    z, wz = np.polynomial.legendre.leggauss(3)
    y = np.array([[p, q, r] for p in x for q in x for r in x]) / np.sqrt(total)
    wy = np.array([p * q * r for p in wx for q in wx for r in wx]) / total**1.5
    rel, wrel = [], []
    for ti, wti in zip(t, wt):
        for zi, wzi in zip(z, wz):
            for phi in 2 * np.pi * np.arange(6) / 6:
                st = np.sqrt(1 - zi**2)
                rel.append(np.sqrt(ti / rho)
                           * np.array([st * np.cos(phi), st * np.sin(phi), zi]))
                wrel.append(wti * wzi * np.pi / 3 * 0.5 * rho**(-(3 - power) / 2))
    rel, wrel = np.array(rel), np.array(wrel)
    r2 = (y[:, None, :] - lam * rel[None, :, :]).reshape(-1, 3)
    r1 = r2 + np.tile(rel, (len(y), 1))
    return np.array([r1.T, r2.T]), np.outer(wy, wrel).ravel()


def balanced_spinors(A, points, c):
    """All 16 columns of U g and their gradients, without the factor g."""
    PL, PS = np.diag([1.0, 0.0]), np.diag([0.0, 1.0])
    L1, L2 = np.kron(np.kron(PL, I2), I4), np.kron(I4, np.kron(PL, I2))
    S1 = [np.kron(np.kron(PS, s), I4) for s in PAULI]
    S2 = [np.kron(I4, np.kron(PS, s)) for s in PAULI]
    f = -1j / (2 * c)
    u1 = np.array([f * s @ L2 for s in S1] + [f * L1 @ s for s in S2])
    u2 = np.zeros((6, 6, 16, 16), complex)
    for i in range(3):
        for j in range(3):
            u2[i, 3 + j] = f**2 * S1[i] @ S2[j]
    u0 = L1 @ L2
    q = -2 * np.einsum('ab,bkn->akn', A, points).reshape(6, -1)
    K = -2 * np.kron(A, np.eye(3))
    d2 = q[:, None] * q[None, :] + K[:, :, None]
    d3 = (q[:, None, None] * q[None, :, None] * q[None, None, :]
          + K[:, :, None, None] * q[None, None, :]
          + K[:, None, :, None] * q[None, :, None]
          + K[None, :, :, None] * q[:, None, None])
    psi = (u0[:, :, None] + np.tensordot(u1, q, ([0], [0]))
           + np.tensordot(u2, d2, ([0, 1], [0, 1])))
    grad = (u0[:, :, None, None] * q[None, None]
            + np.tensordot(u1, d2, ([0], [0]))
            + np.tensordot(u2, d3, ([0, 1], [0, 1])))
    return psi, grad


def integrate(bra, ket, weights):
    left = (bra.conj() * weights).transpose(1, 0, 2).reshape(16, -1)
    return left @ ket.transpose(1, 0, 2).reshape(16, -1).T


def dirac_definition(A, Ap, c):
    """Metric, free Dirac part and potential part as 16x16 matrices."""
    sx, beta = PAULI[0], np.kron(np.diag([1.0, -1.0]), I2)
    alpha = ([np.kron(np.kron(sx, s), I4) for s in PAULI]
             + [np.kron(I4, np.kron(sx, s)) for s in PAULI])
    rest = c**2 * (np.kron(beta, I4) + np.kron(I4, beta) - 2 * np.eye(16))
    B = A + Ap
    pts, wts = grid(B, 0)
    bra, ket = balanced_spinors(A, pts, c)[0], balanced_spinors(Ap, pts, c)
    hket = np.tensordot(rest, ket[0], (1, 0))
    for k in range(6):
        hket = hket - 1j * c * np.tensordot(alpha[k], ket[1][:, :, k], (1, 0))
    metric, free = integrate(bra, ket[0], wts), integrate(bra, hket, wts)
    pot = np.zeros((16, 16), complex)
    cases = [(B + KAPPA * np.diag([1.0, 0.0]), 0, -V0),
             (B + KAPPA * np.diag([0.0, 1.0]), 0, -V0), (B, 1, 1.0)]
    for Bv, power, strength in cases:
        pts, wts = grid(Bv, power)
        pot += strength * integrate(balanced_spinors(A, pts, c)[0],
                                    balanced_spinors(Ap, pts, c)[0], wts)
    return metric, free, pot


labels = [(a, b, g) for g in GAMMAS for a in EXPONENTS for b in EXPONENTS]
functions = [exponent_matrix(*lab) for lab in labels]
n = len(functions)
m = matrices(functions)

c_test, worst = 2.0, 0.0
to_singlet = np.einsum('ac,bd,ij->aibjcd', I2, I2, SINGLET).reshape(16, 4)
for k, l in [(1, 14), (12, 16), (10, 10)]:
    metric, free, pot = dirac_definition(functions[k], functions[l], c_test)
    norm = m["scale"][k] * m["scale"][l]
    h, s = balanced_blocks(m, c_test, potential=False)
    for direct, derived in [(free, h), (metric, s)]:
        F = np.array([[blk[k, l] for blk in row] for row in derived])
        full = np.einsum('abcd,ij,kl->aibkcjdl', F.reshape(2, 2, 2, 2),
                         I2, I2).reshape(16, 16)
        worst = max(worst, np.abs(direct * norm - full).max())
    factors = np.array([1, 1 / (4 * c_test**2), 1 / (4 * c_test**2),
                        1 / (16 * c_test**4)])
    reduced = to_singlet.T @ pot @ to_singlet * norm
    worst = max(worst, np.abs(reduced
                              - np.diag(factors * m["W"][:, k, l])).max())
assert worst < 1e-9

# ---------- Schroedinger limit and first correction ----------
E0, a0 = schroedinger(m)
products = [i for i, lab in enumerate(labels) if lab[2] == 0.0]
E0_products = schroedinger(matrices([functions[i] for i in products]))[0]
assert E0 < E0_products
for name in ["S", "T1", "T2", "Q"]:
    assert np.linalg.eigvalsh(m[name])[0] > 0


def mean(M):
    return a0 @ M @ a0


part_W = mean(m["W"][1] + m["W"][2]) / 4
part_Q = mean(m["Q"])
part_E = -E0 * mean(m["T1"] + m["T2"]) / 2
E2 = part_W + part_Q + part_E

swap = [labels.index((b, a, g)) for a, b, g in labels]
rows = []
for factor in [1, 2, 4, 8]:
    c = factor * C_PHYS
    H, N, D = pencil(m, c)
    E, x = level(H, N, E0, np.tile(a0, 4))
    a, b, d, e = (x * D).reshape(4, n)
    dev_b = np.sqrt((b - a) @ m["T2"] @ (b - a) / (a @ m["T2"] @ a))
    dev_e = np.sqrt((e - a) @ m["Q"] @ (e - a) / (a @ m["Q"] @ a))
    odd_a, odd_b = a - a[swap], d - b[swap]
    assert odd_a @ m["S"] @ odd_a < 1e-12 and odd_b @ m["T1"] @ odd_b < 1e-12
    rows.append((c, E, c**2 * (E - E0), dev_b, dev_e))
residual = [abs(r[2] - E2) for r in rows]
assert residual[3] < 2e-3
assert 3.5 < residual[0] / residual[1] < 4.5
assert 3.5 < rows[0][3] / rows[1][3] < 4.5
assert 3.5 < rows[0][4] / rows[1][4] < 4.5

# ---------- three groups of levels ----------
H, N, D = pencil(m, C_PHYS)
spectrum = eigh(H, N, eigvals_only=True)
upper = int(np.sum(spectrum > -C_PHYS**2))
lowest = int(np.sum(spectrum < -3 * C_PHYS**2))
middle = len(spectrum) - upper - lowest
assert (upper, middle, lowest) == (n, 2 * n, n)

# ---------- SS block left out: same limit, different 1/c^2 term ----------
c_big = 8 * C_PHYS
H, N, D = pencil(m, c_big)
E_noSS = level(H[:3 * n, :3 * n], N[:3 * n, :3 * n], E0, np.tile(a0, 3))[0]
slope_noSS = c_big**2 * (E_noSS - E0)
assert abs(slope_noSS - (E2 - part_Q)) < 5e-3

# ---------- LS and SL spaces too small: limit falls too low ----------
keep = np.array([i for i, lab in enumerate(labels)
                 if max(lab[0], lab[1]) < max(EXPONENTS)])


def projected(T):
    return T[:, keep] @ np.linalg.solve(T[np.ix_(keep, keep)], T[keep, :])


H_proj = m["W"][0] + projected(m["T1"]) + projected(m["T2"])
val, vec = eigh(H_proj, m["S"])
E_proj = val[0]
mask = np.concatenate([np.arange(n), n + keep, 2 * n + keep,
                       3 * n + np.arange(n)])
H, N, D = pencil(m, 1e4)
E_short = level(H[np.ix_(mask, mask)], N[np.ix_(mask, mask)], E_proj,
                np.tile(vec[:, 0], 4)[mask])[0]
assert abs(E_short - E_proj) < 1e-4 and E_proj < E0 - 1e-4

# ---------- independent electrons: energies must add ----------
ex = np.array(EXPONENTS)
p = ex[:, None] + ex[None, :]
ab = np.outer(ex, ex)
s1 = (np.pi / p)**1.5
t1 = 3 * ab / p * s1
v1 = -V0 * (np.pi / (p + KAPPA))**1.5
w1 = -V0 * 6 * ab / (p + KAPPA) * (np.pi / (p + KAPPA))**1.5
val1, vec1 = eigh(v1 + t1, s1)
Z3 = np.zeros((3, 3))
H1 = np.block([[v1, t1], [t1, w1 / (4 * C_PHYS**2) - t1]])
N1 = np.block([[s1, Z3], [Z3, t1 / (2 * C_PHYS**2)]])
e_one = level(H1, N1, val1[0], np.tile(vec1[:, 0], 2))[0]
m_free = matrices([functions[i] for i in products], coulomb=False)
E_free, a_free = schroedinger(m_free)
H, N, D = pencil(m_free, C_PHYS)
k9 = len(products)
E_pair = level(H, N, E_free, np.tile(a_free, 4))[0]
E_pair_noSS = level(H[:3 * k9, :3 * k9], N[:3 * k9, :3 * k9], E_free,
                    np.tile(a_free, 3))[0]
t_one = vec1[:, 0] @ t1 @ vec1[:, 0]
defect = E_pair_noSS - 2 * e_one
assert abs(E_pair - 2 * e_one) < 1e-8
assert abs(defect / (-t_one**2 / C_PHYS**2) - 1) < 1e-2
assert E0 < val1[0]

# ---------- linear r12 factor: logarithmic divergence of the SS element ----
X = sp.symbols('x1 y1 z1 x2 y2 z2', real=True)
r12 = sp.sqrt(sum((X[i] - X[i + 3])**2 for i in range(3)))
envelope = sp.exp(-sum(q**2 for q in X))


def ss_decade(factor, outer):
    """Contribution of outer/10 < r12 < outer to <P1P2 f|1/r12|P1P2 f>."""
    f = factor * envelope
    second = sp.lambdify(X, [sp.diff(f, X[i], X[3 + j])
                             for i in range(3) for j in range(3)], 'numpy')
    spin = [-np.kron(PAULI[i], PAULI[j]) @ SINGLET.ravel()
            for i in range(3) for j in range(3)]
    x, wx = np.polynomial.hermite.hermgauss(4)
    nodes, weights = np.polynomial.legendre.leggauss(6)
    result = 0.0
    for node, wl in zip(nodes, weights):
        r = outer * 10**((node - 1) / 2)
        density = 0.0
        for i in range(4):
            for j in range(4):
                for k in range(4):
                    R = np.array([x[i], x[j], x[k]]) / 2
                    h = np.array([0.0, 0.0, r / 2])
                    values = second(*(R + h), *(R - h))
                    spinor = sum(v * s for v, s in zip(values, spin))
                    density += (wx[i] * wx[j] * wx[k] / 8 * np.exp(4 * R @ R)
                                * np.vdot(spinor, spinor).real)
        result += wl * np.log(10) / 2 * 4 * np.pi * r**2 * density
    return result


log_law = 16 * np.pi * (np.pi / 4)**1.5 * np.log(10)
decade_a, decade_b = ss_decade(r12, 1e-3), ss_decade(r12, 1e-4)
decade_smooth = ss_decade(sp.exp(-sp.Rational(3, 2) * r12**2), 1e-3)
assert abs(decade_a / log_law - 1) < 1e-4
assert abs(decade_b / log_law - 1) < 1e-4
assert decade_smooth < 1e-3

# ---------- printed results ----------
print(f"well depth V0 = {V0:.1f} hartree, kappa = {KAPPA:.1f} bohr^-2")
print("orbital exponents a, b (bohr^-2):", EXPONENTS)
print("geminal exponents gamma (bohr^-2):", GAMMAS)
print(f"functions per block n = {n}, matrix dimension = {4 * n}")
print(f"condition number of overlap S = {np.linalg.cond(m['S']):.1e}")
print(f"16x16 definition vs derived blocks, largest error = {worst:.1e}"
      f" (at c = {c_test:.0f})")
print(f"Schroedinger E0, geminal basis = {E0:.8f} hartree")
print(f"Schroedinger E0, gamma=0 products only = {E0_products:.8f} hartree")
print(f"<T1+T2> = {mean(m['T1'] + m['T2']):.6f} hartree")
print(f"E2 part <W_LS+W_SL>/4 = {part_W:.6f} a.u.")
print(f"E2 part <T1 T2> = {part_Q:.6f} a.u.")
print(f"E2 part -E0<T1+T2>/2 = {part_E:.6f} a.u.")
print(f"E2 total = {E2:.6f} a.u.")
for c, E, slope, dev_b, dev_e in rows:
    print(f"c = {c:.4f} a.u.: E = {E:.8f} hartree, c^2(E-E0) = {slope:.5f} a.u.")
    print(f"   relative deviation LS-LL = {dev_b:.3e}, SS-LL = {dev_e:.3e}")
print(f"ratio of residuals c^2(E-E0)-E2, c to 2c = {residual[0]/residual[1]:.3f}")
shift = rows[0][1] - E0
print(f"relativistic shift at physical c = {shift:.4e} hartree"
      f" = {shift * HARTREE_EV:.4e} eV")
print(f"levels: upper {upper}, near -2c^2 {middle}, near -4c^2 {lowest}")
print(f"no SS block: c^2(E-E0) at 8c = {slope_noSS:.5f} a.u.,"
      f" E2-<T1T2> = {E2 - part_Q:.5f} a.u.")
print(f"functions kept in short LS and SL spaces = {len(keep)}")
print(f"short LS, SL: level at c = 10000 a.u. = {E_short:.6f} hartree")
print(f"short LS, SL: projected limit = {E_proj:.6f} hartree")
print(f"one electron, Schroedinger energy = {val1[0]:.8f} hartree")
print(f"one electron, Dirac energy e1 = {e_one:.8f} hartree")
print(f"independent pair: E - 2 e1 = {E_pair - 2 * e_one:.1e} hartree")
print(f"independent pair, no SS: E - 2 e1 = {defect:.5e} hartree")
print(f"predicted defect -<T>^2/c^2 = {-t_one**2 / C_PHYS**2:.5e} hartree")
print("SS element of 1/r12 for r12*exp(-r1^2-r2^2), per decade of r12 (a.u.):")
print(f"   1e-4..1e-3 bohr: {decade_a:.5f}; 1e-5..1e-4 bohr: {decade_b:.5f}")
print(f"   logarithmic law: {log_law:.5f}")
print(f"   Gaussian factor exp(-1.5 r12^2), 1e-4..1e-3 bohr: {decade_smooth:.2e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
well depth V0 = 10.0 hartree, kappa = 1.0 bohr^-2
orbital exponents a, b (bohr^-2): [0.9, 2.0, 4.5]
geminal exponents gamma (bohr^-2): [0.0, 1.5]
functions per block n = 18, matrix dimension = 72
condition number of overlap S = 1.9e+05
16x16 definition vs derived blocks, largest error = 7.1e-15 (at c = 2)
Schroedinger E0, geminal basis = -7.21578313 hartree
Schroedinger E0, gamma=0 products only = -7.18178826 hartree
<T1+T2> = 4.230636 hartree
E2 part <W_LS+W_SL>/4 = -21.626009 a.u.
E2 part <T1 T2> = 4.431847 a.u.
E2 part -E0<T1+T2>/2 = 15.263676 a.u.
E2 total = -1.930485 a.u.
c = 137.0360 a.u.: E = -7.21588593 hartree, c^2(E-E0) = -1.93044 a.u.
   relative deviation LS-LL = 5.773e-05, SS-LL = 9.301e-05
c = 274.0720 a.u.: E = -7.21580883 hartree, c^2(E-E0) = -1.93047 a.u.
   relative deviation LS-LL = 1.443e-05, SS-LL = 2.325e-05
c = 548.1440 a.u.: E = -7.21578956 hartree, c^2(E-E0) = -1.93048 a.u.
   relative deviation LS-LL = 3.608e-06, SS-LL = 5.813e-06
c = 1096.2880 a.u.: E = -7.21578474 hartree, c^2(E-E0) = -1.93048 a.u.
   relative deviation LS-LL = 9.021e-07, SS-LL = 1.453e-06
ratio of residuals c^2(E-E0)-E2, c to 2c = 4.000
relativistic shift at physical c = -1.0280e-04 hartree = -2.7973e-03 eV
levels: upper 18, near -2c^2 36, near -4c^2 18
no SS block: c^2(E-E0) at 8c = -6.36233 a.u., E2-<T1T2> = -6.36233 a.u.
functions kept in short LS and SL spaces = 8
short LS, SL: level at c = 10000 a.u. = -12.818859 hartree
short LS, SL: projected limit = -12.818859 hartree
one electron, Schroedinger energy = -4.28047831 hartree
one electron, Dirac energy e1 = -4.28054344 hartree
independent pair: E - 2 e1 = 0.0e+00 hartree
independent pair, no SS: E - 2 e1 = -2.90791e-04 hartree
predicted defect -<T>^2/c^2 = -2.90812e-04 hartree
SS element of 1/r12 for r12*exp(-r1^2-r2^2), per decade of r12 (a.u.):
   1e-4..1e-3 bohr: 80.56011; 1e-5..1e-4 bohr: 80.56017
   logarithmic law: 80.56017
   Gaussian factor exp(-1.5 r12^2), 1e-4..1e-3 bohr: 4.84e-04
ALL CHECKS PASSED
```
